# Conduction-valley splitting in silicon under biaxial (001) tension: a numerical check

```python
"""Conduction-valley splitting of silicon under biaxial (001) tension.

Result under test:
    E(x,y valleys) - E(z valleys) = Xi_u * e * (1 + 2*C12/C11)
e: in-plane strain; Xi_u: shear deformation potential;
C11, C12, C44: cubic elastic constants; the z surface is stress free.
Valley law: shift_i = Xi_d * trace(strain) + Xi_u * strain_ii.
The elastic relaxation is tested by energy minimization. The valley law is
tested with a plane-wave local-pseudopotential model in Hartree atomic units.
The model tests the law, not the input value of Xi_u.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize, minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Inputs: elastic constants are rounded measured values for silicon.
e_plane = 0.01
xi_u = 9.2                         # eV
c11, c12, c44 = 166.0, 64.0, 80.0  # GPa

# Derived formulas
ratio = c12 / c11
e_vertical = -2 * ratio * e_plane
stress = (c11 + c12 - 2 * c12**2 / c11) * e_plane
splitting = xi_u * e_plane * (1 + 2 * ratio)

# Elastic test: full cubic energy, with strains measured in percent.
stiffness = np.zeros((6, 6))
stiffness[:3, :3] = c12
np.fill_diagonal(stiffness[:3, :3], c11)
stiffness[3:, 3:] = c44 * np.eye(3)


def relaxed_energy(in_plane_percent):
    def energy(free):
        ezz, gamma_yz, gamma_xz = free
        strain = np.array([in_plane_percent, in_plane_percent,
                           ezz, gamma_yz, gamma_xz, 0.0])
        return 0.5 * strain @ stiffness @ strain
    return minimize(energy, [0.3, 0.2, -0.1], method="BFGS",
                    options={"gtol": 1e-4})


relaxed = relaxed_energy(100 * e_plane)
ezz_numeric = relaxed.x[0] / 100
step = 0.05
slope = (relaxed_energy(1 + step).fun - relaxed_energy(1 - step).fun) / (2 * step)
stress_numeric = slope / 2 / 100   # two equal in-plane strains; percent to unity
assert abs(ezz_numeric - e_vertical) < 1e-6
assert np.max(np.abs(relaxed.x[1:])) < 1e-4
assert abs(stress_numeric / stress - 1) < 1e-4

# Plane-wave model: reciprocal vectors in units of 2*pi/a.
lattice = 10.26                    # bohr, rounded silicon value
unit_k = 2 * np.pi / lattice
g_index = np.array([
    g for g in itertools.product(range(-4, 5), repeat=3)
    if len({component % 2 for component in g}) == 1
    and sum(component**2 for component in g) <= 24
])
g_difference = g_index[:, None, :] - g_index[None, :, :]
structure = np.cos(np.pi * g_difference.sum(axis=2) / 4)


def valley_minimum(strain, axis):
    """Lowest conduction energy on one cubic axis, for diagonal strain."""
    strain = np.asarray(strain, dtype=float)
    scale = unit_k / (1 + strain)
    q2 = np.sum((g_difference * scale)**2, axis=2)
    atom = 0.2685 * (q2 - 2.19) / (2.06 * np.exp(0.487 * q2) - 1)
    potential = atom * structure / np.prod(1 + strain)
    np.fill_diagonal(potential, 0.0)  # common energy origin

    def band(position):
        k = np.zeros(3)
        k[axis] = position
        kinetic = 0.5 * np.sum(((g_index + k) * scale)**2, axis=1)
        return np.linalg.eigvalsh(potential + np.diag(kinetic))[4]

    found = minimize_scalar(band, bounds=(0.6, 0.99), method="bounded",
                            options={"xatol": 1e-5})
    assert 0.65 < found.x < 0.98, "valley minimum must be interior"
    return found.fun * HARTREE_EV, found.x


def strain_slope(pattern, axis, size=1e-3):
    pattern = np.asarray(pattern, dtype=float)
    plus = valley_minimum(size * pattern, axis)[0]
    minus = valley_minimum(-size * pattern, axis)[0]
    return (plus - minus) / (2 * size)


# Extract both constants from uniaxial strain only.
model_xi_d = strain_slope([0, 0, 1], 0)
model_xi_u = strain_slope([0, 0, 1], 2) - model_xi_d

# Predict a different, unequal strain; finite-step error is second order.
pattern = np.array([1.0, -0.5, 0.25])
direct = np.array([strain_slope(pattern, axis) for axis in range(3)])
predicted = model_xi_d * pattern.sum() + model_xi_u * pattern
law_error = np.max(np.abs(direct - predicted)) / abs(model_xi_u)
assert law_error < 5e-3

# Full-size biaxial strain, using the numerically relaxed vertical strain.
biaxial = [e_plane, e_plane, ezz_numeric]
model_direct = valley_minimum(biaxial, 0)[0] - valley_minimum(biaxial, 2)[0]
model_linear = model_xi_u * e_plane * (1 + 2 * ratio)
nonlinear = model_direct / model_linear - 1
assert model_direct > 0, "z valleys must be lower under tension"
assert abs(nonlinear) < 0.15      # allows terms of second order in strain

# Shifts about the six-valley mean, from the individual valley shifts.
shifts = xi_u * np.array([e_plane, e_plane, ezz_numeric])
relative = shifts - shifts.mean()
assert abs(relative[2] + 2 * splitting / 3) < 1e-5
assert abs(relative[0] - splitting / 3) < 1e-5
assert abs(1000 * splitting - 163) < 1

print(f"In-plane strain: {100 * e_plane:.3f} percent")
print(f"Shear deformation potential: {xi_u:.1f} eV")
print(f"C11 input: {c11:.0f} GPa")
print(f"C12 input: {c12:.0f} GPa")
print(f"C44 input, used only in elastic test: {c44:.0f} GPa")
print(f"C12/C11: {ratio:.4f} (dimensionless)")
print(f"Vertical strain, formula: {100 * e_vertical:.4f} percent")
print(f"Vertical strain, energy minimum: {100 * ezz_numeric:.4f} percent")
print(f"Strain difference exx-ezz: {100 * (e_plane - e_vertical):.4f} percent")
print(f"Volume strain: {100 * (2 * e_plane + e_vertical):.4f} percent")
print(f"In-plane stress, formula: {stress:.4f} GPa")
print(f"In-plane stress, energy derivative: {stress_numeric:.4f} GPa")
print(f"Valley splitting: {1000 * splitting:.1f} meV")
print(f"Valley splitting: {splitting / HARTREE_EV:.6f} hartree")
print(f"z-valley shift from six-valley mean: {1000 * relative[2]:.1f} meV")
print(f"x,y-valley shift from six-valley mean: {1000 * relative[0]:.1f} meV")
print(f"Mistake, no vertical strain: {1000 * xi_u * e_plane:.1f} meV")
print(f"Mistake, constant volume: {3000 * xi_u * e_plane:.1f} meV")
print(f"Change for +0.01 in C12/C11: {1000 * 2 * xi_u * e_plane * 0.01:.2f} meV")
print(f"Model lattice constant: {lattice:.2f} bohr")
print(f"Model plane waves: {len(g_index)} (count)")
print(f"Model valley position: {valley_minimum([0, 0, 0], 2)[1]:.3f} (2 pi/a)")
print(f"Model shear deformation potential: {model_xi_u:.3f} eV")
print(f"Largest valley-law error / model Xi_u: {law_error:.2e} (dimensionless)")
print(f"Model splitting, direct: {1000 * model_direct:.1f} meV")
print(f"Model splitting, linear law: {1000 * model_linear:.1f} meV")
print(f"Model nonlinear correction: {100 * nonlinear:.2f} percent")
print("verified")
```

Printed output:

```
In-plane strain: 1.000 percent
Shear deformation potential: 9.2 eV
C11 input: 166 GPa
C12 input: 64 GPa
C44 input, used only in elastic test: 80 GPa
C12/C11: 0.3855 (dimensionless)
Vertical strain, formula: -0.7711 percent
Vertical strain, energy minimum: -0.7711 percent
Strain difference exx-ezz: 1.7711 percent
Volume strain: 1.2289 percent
In-plane stress, formula: 1.8065 GPa
In-plane stress, energy derivative: 1.8065 GPa
Valley splitting: 162.9 meV
Valley splitting: 0.005988 hartree
z-valley shift from six-valley mean: -108.6 meV
x,y-valley shift from six-valley mean: 54.3 meV
Mistake, no vertical strain: 92.0 meV
Mistake, constant volume: 276.0 meV
Change for +0.01 in C12/C11: 1.84 meV
Model lattice constant: 10.26 bohr
Model plane waves: 137 (count)
Model valley position: 0.832 (2 pi/a)
Model shear deformation potential: 7.967 eV
Largest valley-law error / model Xi_u: 9.57e-07 (dimensionless)
Model splitting, direct: 140.8 meV
Model splitting, linear law: 141.1 meV
Model nonlinear correction: -0.18 percent
verified
```
